**Two-temperature resistance of a metal-insulator interface**

The program tests $R_{\rm total}=1/h_p+R_{ep}$, with $R_{ep}=(k_e/k)^{3/2}/\sqrt{gk_p}$ and $k=k_e+k_p$, for an interface crossed only by phonons. Here $k_e$ and $k_p$ are the metal's electron and phonon conductivities, $g$ is their heat-exchange coefficient, and $h_p$ is the phonon conductance of the interface. A finite-volume heat network, which does not use the exponential solution, supplies the reference values. Assertions compare it with the formulas for the resistance, the temperature difference, the electron flux, the finite-film factor and the effect of direct electron crossing. They also confirm that the extra resistance vanishes when heat enters both carriers in their bulk proportions. For round parameters in the rough regime of gold on sapphire, the output gives $R_{ep}=3.597$ m² K/GW, against a limiting value of 3.651 m² K/GW, and a total of 20.26 m² K/GW. Further calculations size the effects of electron crossing, reduced conductivity near the interface, film thickness, warmer operation and the build-up time.

## Numerical check

```python
"""
Result under test: a metal-insulator interface crossed only by phonons has
    R_total = 1/h_p + R_ep,   R_ep = (k_e/k)**1.5 / sqrt(g*k_p),   k = k_e + k_p,
and R_ep approaches 1/sqrt(g*k_p) when k_e >> k_p.

k_e, k_p : electron and phonon thermal conductivities of the metal, W/(m K)
g        : electron-phonon heat exchange coefficient of the metal
h_p, h_e : interface conductances from the insulator to metal phonons, electrons
l        : relaxation length of the electron-phonon temperature difference

Consistent internal units: length nm, flux GW/m^2, resistance m^2 K/GW,
conductance GW/(m^2 K), g in 1e18 W/(m^3 K), time ps, heat capacity MJ/(m^3 K).
The reference solution is a finite-volume network of heat conductances.
"""
import numpy as np
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu


def heat_network(thickness, k_e, k_p, g, h_e, h_p, cells):
    """Conductance matrix; far metal face at zero temperature for both carriers.
    Node order: electron 0, phonon 0, electron 1, phonon 1, ..., insulator."""
    dx = thickness / cells
    k_e = np.broadcast_to(k_e, cells)
    k_p = np.broadcast_to(k_p, cells)
    insulator = 2 * cells
    widths = np.full(cells, dx)
    widths[0] = dx / 2
    rows, cols, vals = [], [], []

    def connect(a, b, conductance):
        rows.append(a)
        cols.append(a)
        vals.append(conductance)
        if b is not None:
            rows.extend([b, a, b])
            cols.extend([b, b, a])
            vals.extend([conductance, -conductance, -conductance])

    for i in range(cells):
        last = i == cells - 1
        connect(2*i, 2*i + 1, g * widths[i])
        connect(2*i, None if last else 2*i + 2, k_e[i] / dx)
        connect(2*i + 1, None if last else 2*i + 3, k_p[i] / dx)
    connect(insulator, 0, h_e)
    connect(insulator, 1, h_p)
    size = 2 * cells + 1
    matrix = coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsc()
    return matrix, widths


def solve_steady(thickness, k_e, k_p, g, h_e, h_p, cells):
    """Temperatures per unit flux injected into the insulator node."""
    matrix, _ = heat_network(thickness, k_e, k_p, g, h_e, h_p, cells)
    source = np.zeros(matrix.shape[0])
    source[-1] = 1.0
    temps = splu(matrix).solve(source)
    return temps[0:-1:2], temps[1:-1:2], temps[-1]


def relaxation_length(k_e, k_p, g):
    return np.sqrt(k_e * k_p / (g * (k_e + k_p)))


def metal_resistance(k_e, k_p, g):
    return (k_e / (k_e + k_p))**1.5 / np.sqrt(g * k_p)


def resistance_with_electron_crossing(k_e, k_p, g, h_e, h_p):
    k = k_e + k_p
    c = k_e * k_p / (k * relaxation_length(k_e, k_p, g))
    theta = (k_p/(k*h_p) - k_e/(k*h_e)) / (1 + c/h_p + c/h_e)
    return k_p/k * theta + (k_e/k + c*theta) / h_e


# Round inputs in the rough regime of a gold film on sapphire near 300 K
k_e, k_p, g, h_p = 300.0, 3.0, 0.025, 0.060
flux, temperature = 0.100, 300.0
heat_cap_e, heat_cap_p = 0.020, 2.5
speed_e, speed_p = 1400.0, 2.0          # nm/ps
k = k_e + k_p
depth, cells = 150.0, 600
dx = depth / cells

l = relaxation_length(k_e, k_p, g)
R_ep = metal_resistance(k_e, k_p, g)
R_limit = 1 / np.sqrt(g * k_p)
R_bare = 1 / h_p
R_total = R_bare + R_ep

# Resistance, temperature difference and electron flux from the network
Te, Tp, Ti = solve_steady(depth, k_e, k_p, g, 0.0, h_p, cells)
R_total_num = Ti - depth / k
R_ep_num = Tp[0] - depth / k
assert abs(R_total_num / R_total - 1) < 2e-4
assert abs(R_ep_num / R_ep - 1) < 2e-4
x = dx * np.arange(cells)
theta_formula = -(l / k_p) * np.exp(-x / l)
assert np.max(np.abs(Te - Tp - theta_formula)) < 1e-3 * l / k_p
x_mid = x[:-1] + dx / 2
electron_flux = k_e * (Te[:-1] - Te[1:]) / dx
assert np.max(np.abs(electron_flux - k_e/k * (1 - np.exp(-x_mid/l)))) < 1e-3

# Approach to the limiting law as electrons take over the conductivity
limit_rows = []
for ratio in (1, 10, 100, 1000):
    _, phonons, _ = solve_steady(depth, ratio*k_p, k_p, g, 0.0, h_p, cells)
    scaled = (phonons[0] - depth / (k_p * (1 + ratio))) / R_limit
    assert abs(scaled / (1 + 1/ratio)**-1.5 - 1) < 3e-4
    limit_rows.append((ratio, scaled))
assert all(a[1] < b[1] < 1 for a, b in zip(limit_rows, limit_rows[1:]))

# Finite film
film_rows = []
for film in (10.0, 20.0, 50.0):
    _, phonons, _ = solve_steady(film, k_e, k_p, g, 0.0, h_p, 400)
    film_R = phonons[0] - film / k
    assert abs(film_R / (R_ep * np.tanh(film / l)) - 1) < 3e-4
    film_rows.append((film, film_R))

# Electrons allowed to cross; matched crossing must remove the extra resistance
h_e_trial = 0.010
_, _, Ti_cross = solve_steady(depth, k_e, k_p, g, h_e_trial, h_p, cells)
R_cross = Ti_cross - depth / k
R_cross_formula = resistance_with_electron_crossing(k_e, k_p, g, h_e_trial, h_p)
assert abs(R_cross / R_cross_formula - 1) < 2e-4
h_e_matched = h_p * k_e / k_p
Te_m, Tp_m, Ti_m = solve_steady(depth, k_e, k_p, g, h_e_matched, h_p, cells)
assert np.max(np.abs(Te_m - Tp_m)) < 1e-8
assert abs((Ti_m - depth/k) * (h_e_matched + h_p) - 1) < 1e-6

# Sensitivity to non-diffusive carriers near the interface
path_e = 3 * k_e / (heat_cap_e * speed_e)
path_p = 3 * k_p / (heat_cap_p * speed_p)
link_mid = dx * (np.arange(cells) + 0.5)
k_e_reduced = np.where(link_mid < path_e, k_e / 2, k_e)
k_p_reduced = np.where(link_mid < path_p, k_p / 2, k_p)
_, Tp_a, _ = solve_steady(depth, k_e_reduced, k_p, g, 0.0, h_p, cells)
_, Tp_b, _ = solve_steady(depth, k_e, k_p_reduced, g, 0.0, h_p, cells)
change_e = (Tp_a[0] - Tp[0]) / R_ep
change_p = (Tp_b[0] - Tp[0]) / R_ep
assert 0 < change_e < 0.05
assert change_e < change_p < 0.30

# Build-up of the offset after the flux is switched on (implicit Euler)
matrix, widths = heat_network(100.0, k_e, k_p, g, 0.0, h_p, 400)
capacity = np.zeros(matrix.shape[0])
capacity[0:-1:2] = heat_cap_e * widths
capacity[1:-1:2] = heat_cap_p * widths
time_step = 0.1
stepper = splu((matrix + diags(capacity / time_step)).tocsc())
source = np.zeros(matrix.shape[0])
source[-1] = 1.0
state = np.zeros(matrix.shape[0])
buildup = {}
for step in range(1, 10001):
    state = stepper.solve(capacity / time_step * state + source)
    if step in (100, 1000, 10000):
        buildup[step] = (state[1] - state[0]) / (l / k_p)
assert buildup[100] < 0.5 and buildup[10000] > 0.95

# Warmer operation with phonon conductivity proportional to 1/T
R_warm = metal_resistance(k_e, k_p * 300 / 400, g)

print("INPUTS (round values, rough regime of gold on sapphire)")
print(f"k_e = {k_e:.0f} W/(m K), k_p = {k_p:.0f} W/(m K)")
print(f"g = {g*1e18:.2e} W/(m^3 K)")
print(f"h_p = {h_p*1e3:.0f} MW/(m^2 K), flux q = {flux*1e3:.0f} MW/m^2")
print(f"heat capacities: electrons {heat_cap_e:.3f}, "
      f"phonons {heat_cap_p:.1f} MJ/(m^3 K)")
print(f"speeds: electrons {speed_e*1e3:.1e}, phonons {speed_p*1e3:.1e} m/s")
print("RESULTS")
print(f"total conductivity k = {k:.0f} W/(m K), k_e/k = {k_e/k:.4f}")
print(f"relaxation length l = {l:.2f} nm")
print(f"limit 1/sqrt(g k_p) = {R_limit:.3f} m^2 K/GW")
print(f"R_ep formula = {R_ep:.3f} m^2 K/GW")
print(f"R_ep network = {R_ep_num:.3f} m^2 K/GW")
print(f"R_ep as a conductance = {1e3/R_ep:.0f} MW/(m^2 K)")
print(f"local offset per flux l/k_p = {l/k_p:.3f} m^2 K/GW")
print(f"bare interface 1/h_p = {R_bare:.2f} m^2 K/GW")
print(f"R_total = {R_total:.2f} m^2 K/GW, metal share {100*R_ep/R_total:.1f} %")
print(f"total conductance = {1e3/R_total:.1f} MW/(m^2 K)")
print(f"drop at bare interface = {flux*R_bare:.3f} K")
print(f"extra drop on metal side = {flux*R_ep:.3f} K")
print(f"total extrapolated drop = {flux*R_total:.3f} K")
for multiple in (1, 3):
    share = np.interp(multiple * l, x_mid, electron_flux)
    print(f"electron share of flux at x = {multiple} l: {share:.3f}")
print("APPROACH TO THE LIMIT (network)")
for ratio, scaled in limit_rows:
    print(f"k_e/k_p = {ratio}: R_ep sqrt(g k_p) = {scaled:.4f}")
print("NEGLECTED EFFECTS")
for film, film_R in film_rows:
    print(f"film {film:.0f} nm: R_ep = {film_R:.3f} m^2 K/GW")
print(f"trial h_e = {h_e_trial*1e3:.0f} MW/(m^2 K): "
      f"R_total = {R_cross:.2f} m^2 K/GW")
print(f"change of R_total by that h_e = {100*(R_cross/R_total-1):.1f} %")
print(f"electron mean free path = {path_e:.1f} nm")
print(f"phonon mean free path = {path_p:.1f} nm")
print(f"k_e halved within electron path: R_ep change {100*change_e:+.1f} %")
print(f"k_p halved within phonon path: R_ep change {100*change_p:+.1f} %")
print(f"R_ep at 400 K with k_p ~ 1/T = {R_warm:.3f} m^2 K/GW")
print(f"offset T_p-T_e at interface = {flux*l/k_p:.3f} K, "
      f"relative to 300 K {100*flux*l/k_p/temperature:.2f} %")
print(f"build-up time scale C_p/g = {heat_cap_p/g:.0f} ps")
for step, fraction in buildup.items():
    print(f"offset/steady offset at {step*time_step:.0f} ps = {fraction:.2f}")
print("success")
```

Output:

```
INPUTS (round values, rough regime of gold on sapphire)
k_e = 300 W/(m K), k_p = 3 W/(m K)
g = 2.50e+16 W/(m^3 K)
h_p = 60 MW/(m^2 K), flux q = 100 MW/m^2
heat capacities: electrons 0.020, phonons 2.5 MJ/(m^3 K)
speeds: electrons 1.4e+06, phonons 2.0e+03 m/s
RESULTS
total conductivity k = 303 W/(m K), k_e/k = 0.9901
relaxation length l = 10.90 nm
limit 1/sqrt(g k_p) = 3.651 m^2 K/GW
R_ep formula = 3.597 m^2 K/GW
R_ep network = 3.597 m^2 K/GW
R_ep as a conductance = 278 MW/(m^2 K)
local offset per flux l/k_p = 3.633 m^2 K/GW
bare interface 1/h_p = 16.67 m^2 K/GW
R_total = 20.26 m^2 K/GW, metal share 17.8 %
total conductance = 49.3 MW/(m^2 K)
drop at bare interface = 1.667 K
extra drop on metal side = 0.360 K
total extrapolated drop = 2.026 K
electron share of flux at x = 1 l: 0.626
electron share of flux at x = 3 l: 0.941
APPROACH TO THE LIMIT (network)
k_e/k_p = 1: R_ep sqrt(g k_p) = 0.3535
k_e/k_p = 10: R_ep sqrt(g k_p) = 0.8667
k_e/k_p = 100: R_ep sqrt(g k_p) = 0.9851
k_e/k_p = 1000: R_ep sqrt(g k_p) = 0.9984
NEGLECTED EFFECTS
film 10 nm: R_ep = 2.607 m^2 K/GW
film 20 nm: R_ep = 3.419 m^2 K/GW
film 50 nm: R_ep = 3.597 m^2 K/GW
trial h_e = 10 MW/(m^2 K): R_total = 16.84 m^2 K/GW
change of R_total by that h_e = -16.9 %
electron mean free path = 32.1 nm
phonon mean free path = 1.8 nm
k_e halved within electron path: R_ep change +1.5 %
k_p halved within phonon path: R_ep change +13.8 %
R_ep at 400 K with k_p ~ 1/T = 4.169 m^2 K/GW
offset T_p-T_e at interface = 0.363 K, relative to 300 K 0.12 %
build-up time scale C_p/g = 100 ps
offset/steady offset at 10 ps = 0.34
offset/steady offset at 100 ps = 0.82
offset/steady offset at 1000 ps = 1.00
success
```
